Hall conductivity from skew scattering without a magnetic field

Electrons on an isotropic Fermi circle can carry a Hall current at zero magnetic field if scattering turns their velocity preferentially one way. Let w(φ) dφ/2π be the rate at which an electron is turned counterclockwise by an angle φ. The first angular harmonic e^{iθ} of the distribution then relaxes with the eigenvalue

λ₁ = γ + iΩ,

γ = ∫ (dφ/2π) w(φ)(1 − cos φ),

Ω = ∫ (dφ/2π) w(φ) sin φ,

where the integrals run over −π < φ < π. The conductivities are

σ_xx = σ_yy = (ne²/m) γ/(γ² + Ω²),

σ_yx = −σ_xy = (ne²/m) Ω/(γ² + Ω²).

Here −e is the electron charge, n the sheet density and m = ħk_F/v_F, with k_F and v_F the Fermi wave number and velocity. It is not enough that w is not even in φ: its first sine harmonic, which is Ω, must be nonzero.

These formulas hold for a single spin species far below its Fermi temperature, in a weak, uniform, static field, with elastic scattering from dilute, independent, static impurities. Contributions to the current from interband motion and from sideways displacement during a collision are left out; their size is considered with the example.

At fixed energy the state of an electron is labelled by the angle θ of its velocity. An electron arriving at θ after a turn by φ came from θ − φ, and an electron at θ leaves at the total rate ∫ (dφ/2π) w(φ). The collision term is therefore

C f(θ) = ∫ (dφ/2π) w(φ) [f(θ − φ) − f(θ)].

There are no Pauli factors 1 − f. Independent electrons in a static potential each evolve by a linear wave equation, and orthogonal states stay orthogonal, so the average occupations obey a linear equation without an added blocking rule. This matters here, because for a skew w blocking factors would not cancel between gain and loss.

If f does not depend on θ, the bracket vanishes. The equilibrium Fermi function f₀ is thus stationary even when clockwise and counterclockwise turns have different rates.

Write L = −C for the relaxation operator and apply it to e^{imθ}, with m in this place an integer:

L e^{imθ} = ∫ (dφ/2π) w(φ) [e^{imθ} − e^{im(θ−φ)}] = λ_m e^{imθ},

λ_m = ∫ (dφ/2π) w(φ)(1 − e^{−imφ}).

The harmonics are eigenfunctions because w depends on the turning angle alone. Since w is real, λ_{−m} = λ_m*. Inserting e^{−iφ} = cos φ − i sin φ for m = 1 gives the stated γ and Ω. Because w ≥ 0 and 1 − cos φ ≥ 0, γ is positive unless all scattering is exactly forward.

A rate that is not even may still have Ω = 0. Take w = w₀(1 + ½ sin 2φ). It differs between φ and −φ, but sin 2φ is orthogonal to both sin φ and cos φ, so λ₁ = w₀ is real. The asymmetry enters λ₂, which a uniform static current does not probe.

To find that current, apply a field E. The force is −eE, so ħ dk/dt = −eE and the steady kinetic equation is

−(e/ħ) E·∇_k f = C f.

Set f = f₀ + g with g linear in E. On the left f₀ suffices to first order, and on the right C f₀ = 0. With ∇_k f₀ = ħv f₀′, the prime meaning the energy derivative,

−e E·v f₀′ = −L g.

At low temperature −f₀′ is concentrated at the Fermi energy. Put g = (−f₀′)u(θ) and divide by −f₀′:

e v_F (E_x cos θ + E_y sin θ) = −L u.

Combine the field components into 𝓔 = E_x + iE_y. The bracket on the left is then ½(𝓔* e^{iθ} + 𝓔 e^{−iθ}). Its two harmonics have eigenvalues λ₁ and λ₁*, so inverting L gives

u = −(e v_F/2) [𝓔* e^{iθ}/λ₁ + 𝓔 e^{−iθ}/λ₁*].

A constant could be added to u, since L annihilates it, but it would change the particle number and is set to zero.

Combine the current components in the same way, J = j_x + i j_y. The velocity becomes v_F e^{iθ}, and

J = −e ∫ d²k/(2π)² v_F e^{iθ} g = −e D v_F ⟨e^{iθ} u⟩,

where D is the density of states at the Fermi energy and the brackets denote the average over θ. The first term of u gives ⟨e^{2iθ}⟩ = 0 and the second gives ⟨1⟩ = 1. Hence

J = (e² D v_F²/2) 𝓔/λ₁*.

For one species D = k_F/(2πħv_F) and n = k_F²/(4π), so

D v_F²/2 = k_F v_F/(4πħ) = [k_F²/(4π)] v_F/(ħk_F) = n/m.

Using 1/λ₁* = 1/(γ − iΩ) = (γ + iΩ)/(γ² + Ω²),

j_x + i j_y = (ne²/m) (γ + iΩ)(E_x + iE_y)/(γ² + Ω²).

The real part is j_x = (ne²/m)(γE_x − ΩE_y)/(γ² + Ω²), and the imaginary part is j_y = (ne²/m)(ΩE_x + γE_y)/(γ² + Ω²). These are the stated conductivities.

The sign can be read directly. With E along +x, electrons drift toward −x. A counterclockwise turn from −x leads to −y, and negative charges moving toward −y carry a current toward +y. Thus σ_yx > 0 when Ω > 0.

Solving the same relation for the field gives

𝓔 = (m/ne²)(γ − iΩ) J,

ρ_xx = mγ/(ne²), ρ_yx = −mΩ/(ne²).

The longitudinal resistivity contains γ alone and the Hall resistivity Ω alone. The Hall angle θ_H, between current and field, satisfies tan θ_H = Ω/γ. If the field is switched off, the part of u that carries J is the harmonic e^{−iθ}, which decays with λ₁*, so

J(t) = J(0) e^{−γt} e^{iΩt}.

The real part of the eigenvalue shrinks the current, and the imaginary part rotates it.

Two limits show the range of behaviour. For weak skewness, |Ω| ≪ γ, the Hall conductivity is approximately (ne²/m)Ω/γ². Both rates are proportional to the impurity density n_i, so σ_yx and σ_xx both vary as 1/n_i and the Hall angle does not depend on n_i. In the opposite limit, suppose every collision turns the electron by the same small angle φ₀ > 0, at total rate w₀. Then

γ = w₀(1 − cos φ₀) ≈ w₀φ₀²/2,

Ω = w₀ sin φ₀ ≈ w₀φ₀,

Ω/γ = cot(φ₀/2) ≈ 2/φ₀.

The Hall conductivity now exceeds the longitudinal one. Many small turns in the same sense resemble steady circular motion. Over one full revolution, which takes the time 2π/Ω, the mean velocity shrinks by the factor e^{−2πγ/Ω} ≈ e^{−πφ₀}, so the loss is small only if πφ₀ ≪ 1.

The comparison with a magnetic field can be made quantitative. For B along +z, m dv/dt = −e v×B gives dv_x/dt = −ω_c v_y and dv_y/dt = ω_c v_x, with ω_c = eB/m. This is counterclockwise rotation. It adds ω_c ∂/∂θ to L and hence iMω_c to the eigenvalue of harmonic M. An even w with the same γ, placed in the field

B_eq = mΩ/e,

therefore has the same λ₁ and the same static conductivity tensor. The higher harmonics differ: a field shifts them in proportion to M, whereas skew scattering gives each its own sine average of w.

Symmetry decides whether the effect survives in the total current. Time reversal turns a collision from θ to θ + φ into one from θ + φ + π to θ + π, which is a turn by −φ, made by the time-reversed partner species. If the whole system has time-reversal symmetry, the partner has the rate w(−φ), the same γ and the opposite Ω. Equal populations then add their longitudinal currents and cancel their Hall currents. A species that is its own partner must have an even w. A net charge Hall current thus requires broken time-reversal symmetry, for example by magnetic order that leaves one spin species occupied.

A microscopic rate follows from scattering off a rotationally symmetric impurity. Let δ_l be the phase shift of the partial wave with angular momentum l. For a wave incident along the direction φ = 0, the solution outside the impurity is

ψ = Σ_l i^l e^{iδ_l} [cos δ_l J_l(kr) − sin δ_l Y_l(kr)] e^{ilφ},

with J_l and Y_l the Bessel functions. The incident plane wave is Σ_l i^l J_l(kr) e^{ilφ}. Subtract it and use e^{iδ}cos δ − 1 = i e^{iδ} sin δ. The scattered wave is

ψ_s = Σ_l i^{l+1} a_l [J_l(kr) + iY_l(kr)] e^{ilφ}, a_l = e^{iδ_l} sin δ_l.

At large r the bracket tends to √(2/πkr) e^{i(kr − lπ/2 − π/4)}, whose factor e^{−ilπ/2} cancels i^l. The amplitude of e^{ikr}/√r therefore obeys

|F(φ)|² = (2/πk) |Σ_l a_l e^{ilφ}|².

An incident electron of speed v_F meets n_i impurities per area, so w dφ/2π = n_i v_F |F|² dφ. With v_F/k_F = ħ/m,

w(φ) = (4n_iħ/m) |Σ_l a_l e^{ilφ}|².

In the average of w e^{−iφ}, only products of neighbouring partial waves survive:

λ₁ = (4n_iħ/m) Σ_l (|a_l|² − a_{l+1} a_l*).

The real part of the sum equals ½ Σ_l |a_{l+1} − a_l|². Since a_l = (e^{2iδ_l} − 1)/2i, each term |a_{l+1} − a_l|² is sin²(δ_{l+1} − δ_l). For the imaginary part, a_{l+1}a_l* = sin δ_{l+1} sin δ_l e^{i(δ_{l+1} − δ_l)}. Thus

γ = (2n_iħ/m) Σ_l sin²(δ_{l+1} − δ_l),

Ω = −(4n_iħ/m) Σ_l sin δ_{l+1} sin δ_l sin(δ_{l+1} − δ_l).

If δ_l = δ_{−l}, the terms of Ω cancel in pairs. Unequal shifts are needed, but they are not enough at lowest order. For weak scattering a_l ≈ δ_l is real, and reversing φ merely conjugates Σ_l δ_l e^{ilφ}. The rate is then even. The skewness comes from the next order, so γ is of second order in the phase shifts and Ω of third. Doubling a set of very small shifts accordingly multiplies γ by 4 and Ω by 8, as the numerical output shows.

For a worked example take a fully spin-polarized electron layer with m = 0.08 electron masses, n = 5×10¹¹ cm⁻² and n_i = 4×10¹¹ cm⁻² at 4 K. The chosen phase shifts are δ₋₁ = 0.15, δ₀ = 0.80 and δ₁ = 0.25 rad, with all others zero. The rate unit n_iħ/m is 5.79 ps⁻¹. In this unit

γ = 2[sin² 0.15 + sin² 0.65 + sin² 0.55 + sin² 0.25] = 1.446,

Ω = −4 sin 0.80 [sin 0.15 sin 0.65 − sin 0.25 sin 0.55] = 0.112.

Multiplication by the unit gives γ = 8.37 ps⁻¹ and Ω = 0.646 ps⁻¹. At right angles the rate density is 2.32 units counterclockwise and 1.88 clockwise. The second harmonic has Im λ₂ = −0.015 units, whereas a magnetic field producing the same Ω would give +0.223.

The transport time 1/γ is 0.120 ps and the mobility e/(mγ) is about 2600 cm²/Vs. The ratio Ω/γ = 0.646/8.37 = 0.077 corresponds to a Hall angle of 4.4°. The conductivities are

σ_xx = 0.209 mS = 5.40 e²/h,

σ_yx = 0.0161 mS = 0.417 e²/h.

The resistivities are ρ_xx = 4750 Ω per square and ρ_yx = −367 Ω, so a current of 1 µA gives a Hall voltage of magnitude 0.37 mV. The equivalent field is B_eq = 0.29 T.

As a test, the kinetic equation was also solved numerically over the momentum plane for these phase shifts, with 48 angles, a parabolic band, an energy-independent w and a thermal energy of 0.04 Fermi energies. Its conductivity tensor agrees with the formula to 1.3×10⁻⁶ of σ_xx.

The example is loosely modelled on an n-type ferromagnetic (In,Fe)As quantum well, which has a single isotropic valley, but its mass, density and full polarization are an idealized combination. At this density, 5×10¹⁷ cm⁻³ in a 10 nm well, an eight-band model of pure InAs gives a mass of only 0.03 to 0.04 and a Fermi energy of roughly 70 to 95 meV. It reaches a mass of 0.08 only near 3×10¹⁹ cm⁻³. Full polarization at this n with a 40 meV splitting needs a mass above 0.06. The phase shifts are not computed for iron, so the Hall angle is no prediction for that material. The density and mobility are not fitted to a measured layer either. Iron is also far more abundant than the model's scatterers: a 5% fraction in a 10 nm well amounts to roughly 10¹⁵ atoms per cm². The model thus describes rare strong defects and omits scattering from the remaining iron. If that scattering were even in angle and doubled γ at fixed Ω, σ_xx would fall to about one half and σ_yx to about one quarter.

The interband contribution left out above is not negligible for these numbers. Spin-orbit coupling gives the band a Berry curvature of magnitude 2λ, where λ is an area of roughly 1 nm². The resulting sideways velocity, of size 2λeE/ħ for each electron, adds a Hall conductivity of magnitude 2λne²/ħ, about 15% of σ_yx here. This takes the band-edge curvature for all filled states. The curvature falls as k grows and as the well narrows: in an eight-band model of InAs its average over the filled states is about 0.8 to 1.4 nm², which lowers the share to 6–10%. The sign of this term relative to σ_yx is left open. The displacement of electrons during collisions is not estimated here and may also matter. The Berry-curvature term does not depend on n_i, so at fixed n it loses weight as n_i falls and the skew term grows as 1/n_i.

The layer's own magnetization M, with rough values for iron, gives μ₀M = 52 mT, or 18% of B_eq. This is an upper estimate of the internal field for those values: in a wide film magnetized along its normal, the demagnetizing field nearly cancels μ₀M, because the normal component of B is continuous across the surface. The total collision rate is 4Σ_l sin²δ_l = 2.39 units, or 13.9 ps⁻¹, so the path between collisions is l = 26 nm. Coherence between successive collisions is measured by 1/(k_F l) = 0.15, or 0.09 if the transport path v_F/γ is used; these are scales for the correction and not its value. The mean impurity spacing, 1/√n_i = 16 nm, is also shorter than the Fermi wavelength of 25 nm. The impurities are thus not truly dilute in this example, and joint scattering from close pairs, which the model omits, could change the Hall current noticeably. Each impurity also holds Σ_l δ_l/π = 0.38 extra electrons, together about 31% of n, so the n = k_F²/(4π) of the formulas differs from the total sheet density by a fraction of that size.

Full spin polarization is an assumption of the example. The Fermi energy is 30 meV and a rough exchange splitting is 40 meV, which leaves the minority band edge about 10 meV, or roughly 30 k_BT, above the Fermi level. Thermal occupation of the minority band is then negligible. The collisional level width, ħ times the total collision rate or about 9 meV for the majority band, is however comparable with this gap, so disorder could bring some minority states below the Fermi level.

Three further corrections are small. The next subband of an ideal 10 nm well lies about 140 meV above the first, well above the Fermi energy. Thermal smearing has the relative scale (π²/3)(k_BT/E_F)² = 4×10⁻⁴, if the phase shifts change appreciably only over energies of order E_F. In a field of 1 V/cm an electron gains about 1% of k_BT per mean free path, which supports the linear treatment at that field, provided the lattice removes the heat fast enough: without cooling, the electron temperature would double in about 7.5 ns.

Table of computed values

```
effective mass / electron mass: 0.08
electron sheet density: 5e+11 cm^-2
scatterer sheet density: 4e+11 cm^-2
temperature: 4 K
phase shift delta_-1: 0.15 rad
phase shift delta_0: 0.8 rad
phase shift delta_1: 0.25 rad
Fermi wave number: 0.2507 nm^-1
Fermi velocity: 3.627e+05 m/s
Fermi energy: 29.92 meV
rate unit n_i*hbar/m: 5.788 ps^-1
w(+90 deg) in rate units: 2.321
w(-90 deg) in rate units: 1.875
Re lambda_1 in rate units: 1.446
Im lambda_1 in rate units: 0.1116
Im lambda_2 in rate units: -0.01476
gamma: 8.37 ps^-1
Omega: 0.6457 ps^-1
transport time 1/gamma: 0.1195 ps
mean free path v_F/gamma: 43.34 nm
mobility e/(m gamma): 2627 cm^2/Vs
sigma_xx: 0.2092 mS
sigma_yx: 0.01614 mS
sigma_xx in e^2/h: 5.399
sigma_yx in e^2/h: 0.4166
Hall angle: 4.411 deg
rho_xx: 4752 ohm per square
rho_yx: -366.6 ohm
Hall voltage size at 1 uA: 0.3666 mV
equivalent magnetic field: 0.2937 T
kinetic solution vs formula, relative error: 1.3e-06
Hall ratio for 1+0.5 sin(2 phi): 5.1e-15
gamma growth when weak shifts double: 4
Omega growth when weak shifts double: 8
rough exchange splitting: 40 meV
rough well width: 10 nm
rough spin-orbit area: 1 nm^2
rough iron fraction: 0.05
Berry-curvature current / sigma_yx: 0.15
own field mu0*M, upper bound: 52 mT
own field / equivalent field: 0.18
multiple-scattering size 1/(k_F path): 0.092
thermal smearing (pi^2/3)(kT/E_F)^2: 0.00044
minority band edge above E_F, in kT: 29
second subband spacing: 141 meV
applied field for heating estimate: 1 V/cm
energy gain per free path / kT: 0.013
```
